\section*{Energy window and cost of a two-stage screening funnel}

\section{What a cut without a window loses}

A screening funnel ranks many candidates with a cheap method and passes the leading ones to an expensive method. If the cheap winner alone is passed on, the true best candidate is often lost once the cheap error is comparable to the energy spacing of the leading candidates. In the model treated below, take a cheap-method error of 100 meV and a number of candidates that grows by a factor $e$ for every 100 meV above the lowest energies. The cheap winner is then the true best in only 54 percent of cases. Keeping everything within $1.645\,\sigma$ of the winner, as the 95 percent quantile of a single Gaussian error might suggest, raises this to 90 percent, still short of 95. A window that is too wide is also harmful, because the number of expensive calculations grows exponentially with it.

Let candidate $i$ have true energy $E_i$, the lowest being the best. The expensive method is taken to return $E_i$ without error. The cheap method returns
\begin{equation}
x_i=E_i+b+e_i ,
\end{equation}
where $b$ is a common offset and the $e_i$ are independent Gaussian errors of mean zero and standard deviation $\sigma$, independent of the energies. All candidates with $x_i\le x_{\min}+W$ are kept. The offset cancels from this condition, so $b=0$ from here on. Accordingly, $\sigma$ is the spread of the errors after their mean has been removed.

The error $\sigma$ alone cannot fix $W$. If every competitor lies far above the best candidate, no window is needed; if many are nearly degenerate with it, one of them will probably have a large negative error. The missing quantity is the crowding near the lower edge. Let $\tau$ be the energy over which the number of candidates grows by a factor $e$, and let $r=\sigma/\tau$.

\section{Back-of-envelope estimate}

Near the edge let the density of candidates be
\begin{equation}
\rho(E)=\frac1\tau\,e^{(E-u)/\tau},\qquad \int_{-\infty}^{u}\rho(E)\,dE=1 .
\label{edge}
\end{equation}
The energy $u$ is the level below which one candidate is expected, so the true minimum lies near $u$. The errors smear this density into that of the cheap energies:
\begin{align}
\rho_x(x)&=\int_{-\infty}^{\infty}\frac{e^{-e^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}\,\rho(x-e)\,de
=\rho(x)\int_{-\infty}^{\infty}\frac{e^{-e^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}\,e^{-e/\tau}\,de \nonumber\\
&=\rho(x)\,e^{\sigma^2/2\tau^2}=\frac1\tau\,e^{(x-u')/\tau},\qquad u'=u-\frac{\sigma^2}{2\tau}.
\label{smear}
\end{align}
The growth energy $\tau$ is unchanged, but the edge moves down by $\sigma^2/2\tau$. More candidates are available to be pushed down from above than up from below, and the cheap minimum is selected from those with favourable errors.

The true best candidate has cheap energy near $u+e_{\rm best}$, and with 95 percent probability $e_{\rm best}$ is below $1.645\,\sigma$. The cheap minimum is near $u-\sigma^2/2\tau$. The window must bridge the difference:
\begin{equation}
W_{95}\approx 1.645\,\sigma+\frac{\sigma^2}{2\tau},\qquad n\approx e^{W_{95}/\tau},
\label{estimate}
\end{equation}
where $n$ is the number of survivors, which grows by a factor $e$ per $\tau$. For $\sigma=\tau=100$ meV this gives $164.5+50=214.5$ meV and $e^{2.145}\approx 8.5$ survivors.

The argument ignores the scatter of both minima about their typical positions. It also ignores that the true best may itself be the cheap minimum. The derivation below includes both effects.

\section{Retention probability}

\subsection{Given energies}

Let $\varphi$ and $\Phi$ be the density and the cumulative distribution of a standard normal variable. Write the error of the best candidate as $\sigma z$, and let $\Delta_j=E_j-E_{\rm best}\ge0$. The best candidate is lost if some competitor satisfies $x_j<x_{\rm best}-W$, that is, $e_j<\sigma z-W-\Delta_j$. At fixed $z$ this has probability $\Phi\big(z-(W+\Delta_j)/\sigma\big)$, independently for each $j$. Since $1-\Phi(s)=\Phi(-s)$,
\begin{equation}
P(W\,|\,\{\Delta_j\})=\int_{-\infty}^{\infty}\varphi(z)\prod_j
\Phi\!\left(\frac{W+\Delta_j}{\sigma}-z\right)dz .
\label{fixed}
\end{equation}
The product stands inside the integral because all comparisons share the error of the best candidate. Multiplying separately computed pair probabilities would treat them as independent.

\subsection{Average over an exponential edge}

The gaps are unknown before the expensive stage, so they are averaged over. Assume that the candidates near the edge form a Poisson process with density (\ref{edge}): the numbers in disjoint energy intervals are independent Poisson variables. This describes independent draws when only a small fraction of the pool lies in the relevant range.

The probability that no candidate lies below $m$ is $\exp[-e^{(m-u)/\tau}]$. Define
\begin{equation}
t=e^{(E_{\rm best}-u)/\tau}.
\end{equation}
Then $t>s$ means that no candidate lies below $u+\tau\ln s$, which has probability $e^{-s}$. Hence $t$ has probability density $e^{-t}$.

Given $t$, the candidates above the best are still a Poisson process, with density $\rho(E_{\rm best}+\Delta)=(t/\tau)e^{\Delta/\tau}$ in the gap $\Delta$. Selecting each one independently with the probability that it beats the best by more than $W$ leaves a Poisson number of such competitors. Its mean is $tA$. With $y=\Delta/\sigma$, $w=W/\sigma$ and $a=z-w$,
\begin{equation}
A(z)=\int_0^\infty \frac{d\Delta}{\tau}\,e^{\Delta/\tau}\,\Phi\!\left(z-\frac{W+\Delta}{\sigma}\right)
=\int_0^\infty r\,e^{ry}\,\Phi(a-y)\,dy .
\end{equation}
Integrate by parts, using $d\Phi(a-y)/dy=-\varphi(y-a)$:
\begin{equation}
A=\Big[e^{ry}\Phi(a-y)\Big]_0^\infty+\int_0^\infty e^{ry}\varphi(y-a)\,dy .
\end{equation}
At the upper limit the Gaussian tail of $\Phi$ defeats the exponential, so the bracket is $-\Phi(a)$. In the remaining integral, complete the square:
\begin{equation}
ry-\tfrac12(y-a)^2=ra+\tfrac12r^2-\tfrac12(y-a-r)^2 .
\end{equation}
Since $\int_0^\infty\varphi(y-a-r)\,dy=\Phi(a+r)$,
\begin{equation}
A(z)=e^{ra+r^2/2}\,\Phi(a+r)-\Phi(a),\qquad a=z-w .
\label{A}
\end{equation}

The best candidate is retained if the Poisson number is zero, which has probability $e^{-tA}$. The error $z$ is independent of $t$, so the average over $t$ can be done first:
\begin{equation}
\int_0^\infty e^{-t}e^{-tA}\,dt=\frac1{1+A},\qquad
P(W)=\int_{-\infty}^{\infty}\frac{\varphi(z)}{1+A(z)}\,dz .
\label{P}
\end{equation}
The integrand defining $A$ decreases as $W$ grows, so $P$ increases with $W$. If $P(0)<0.95$, the equation $P(W_{95})=0.95$ therefore has one solution; otherwise $W_{95}=0$. In this model $W_{95}/\sigma$ depends on $r$ alone.

The probability refers to an average over pools and errors. In a particular pool with large $t$, the competitors are denser above the best candidate, and its retention probability is lower.

\subsection{Small errors}

For $r\ll1$ and $W=0$, first order in $r$ gives
\begin{align}
1-P(0)&\approx r\int_0^\infty dy\int_{-\infty}^{\infty}\varphi(z)\Phi(z-y)\,dz
=r\int_0^\infty\Phi\!\left(-\frac{y}{\sqrt2}\right)dy \nonumber\\
&=r\sqrt2\int_0^\infty\Phi(-s)\,ds=\frac{r\sqrt2}{\sqrt{2\pi}}=\frac{r}{\sqrt\pi}.
\end{align}
The inner integral is the probability that the difference of two independent standard normal variables, of variance 2, lies below $-y$. The last one follows by parts: $\int_0^\infty\Phi(-s)\,ds=\int_0^\infty s\,\varphi(s)\,ds=\varphi(0)$. A loss of 0.05 corresponds to $r\approx0.05\sqrt\pi=0.089$; the full expression (\ref{P}) gives 0.090. Below this ratio the cheap winner alone meets the target.

\subsection{Large errors}

For $r\gg1$, $A$ passes through 1 near $a=-r/2$. There $\Phi(a+r)\to1$ and $\Phi(a)\to0$, so that
\begin{equation}
\frac1{1+A}\approx\frac1{1+e^{r(z-z_0)}},\qquad z_0=w-\frac r2 .
\end{equation}
This is a step of width $1/r$ at $z_0$. Treated as sharp, it gives $P\approx\Phi(w-r/2)$. Setting this to 0.95 gives $w=1.645+r/2$, which is estimate (\ref{estimate}).

The finite width supplies the first correction. The smooth step is the probability that $L<r(z_0-z)$, where $L$ has the logistic distribution $1/(1+e^{-s})$, with mean zero and variance $\pi^2/3$. Thus $P$ is the average of $\Phi(z_0-L/r)$ over $L$. Expanding to second order, with $\Phi''(z_0)=-z_0\varphi(z_0)$,
\begin{equation}
P\approx\Phi(z_0)-\frac{\pi^2}{6r^2}\,z_0\,\varphi(z_0).
\end{equation}
Put $z_0=q+\delta$ with $\Phi(q)=0.95$ and $q=1.645$. To leading order $\varphi(q)\,\delta=\pi^2q\,\varphi(q)/6r^2$, and therefore
\begin{equation}
\frac{W_{95}}{\sigma}\approx q+\frac r2+\frac{\pi^2q}{6r^2}.
\label{corr}
\end{equation}
The coefficient of $1/r^2$ is 2.706; the numerical solution at $r=12$ gives 2.689. This correction belongs to large $r$. At $r=1$ it would add $2.7\,\sigma$ and spoil the estimate.

\section{Cost of the expensive stage}

Independent displacements turn a Poisson process into another Poisson process, here with density (\ref{smear}). The earlier argument for the minimum applies again: $t'=e^{(x_{\min}-u')/\tau}$ has density $e^{-t'}$. Given $t'$, the number $k$ of further candidates in the window is Poisson with mean
\begin{equation}
\int_{x_{\min}}^{x_{\min}+W}\rho_x(x)\,dx=t'c,\qquad c=e^{W/\tau}-1 .
\end{equation}
The mean of $t'$ is 1, so the mean number of survivors, including the cheap winner, is
\begin{equation}
\langle n\rangle=1+c=e^{W/\tau}.
\label{n}
\end{equation}
With costs $c_1$ and $c_2$ per candidate for the cheap and expensive methods and $N$ candidates, the mean total cost is
\begin{equation}
\langle C\rangle=Nc_1+c_2\,e^{W_{95}/\tau}.
\label{cost}
\end{equation}
At fixed $\tau$ the expensive part does not depend on $N$. Its exponent is approximately $r^2/2+1.645\,r$ for large $r$, so an increase of the cheap error eventually acts through its square.

The number of survivors fluctuates strongly. Averaging the Poisson distribution of $k$ over $t'$ gives
\begin{equation}
\int_0^\infty e^{-t'}\frac{(t'c)^k}{k!}e^{-t'c}\,dt'=\frac{c^k}{(1+c)^{k+1}}=p\,(1-p)^k,\qquad p=e^{-W/\tau}.
\end{equation}
Hence $n=k+1$ is geometric and exceeds $K$ with probability $(1-p)^K$. A budget sufficient to treat all survivors of the window with 95 percent probability needs the smallest integer
\begin{equation}
K\ge\frac{\ln0.05}{\ln(1-p)} .
\end{equation}

\section{Worked example and comparison}

Take round model parameters: $N=10^5$, $\tau=\sigma=100$ meV, $c_1=0.1$ core-hour and $c_2=200$ core-hours. Solving (\ref{P}) at $r=1$ gives $W_{95}=2.1755\,\sigma$, or 218 meV (21.0 kJ/mol). Then
\begin{align}
\langle n\rangle&=e^{2.1755}=8.81, \nonumber\\
\langle C\rangle&=10^5\times0.1+8.81\times200\approx1.18\times10^4\ \text{core-hours}.
\end{align}
The expensive stage takes about 1760 core-hours of this on average. With $p=1/8.81$ the 95 percent budget is 25 candidates, or 5000 core-hours. This budget covers the whole window in 95 percent of pools; it is not the number of expensive calculations needed to find the best candidate, which at $r=1$ lies among the twelve lowest cheap energies in more than 95 percent of pools. The expensive method applied to all candidates would cost $2\times10^7$ core-hours.

At fixed $\tau$ and $N$, the cheap error changes the result as follows.
\begin{center}
\begin{tabular}{rrrrr}
$\sigma$ & $W_{95}$ & estimate (\ref{estimate}) & $\langle n\rangle$ & expensive stage\\
(meV) & (meV) & (meV) & & (core-hours)\\
\hline
50 & 80.1 & 94.7 & 2.2 & 446\\
100 & 217.5 & 214.5 & 8.8 & 1761\\
150 & 380.5 & 359.2 & 45 & 8981\\
200 & 564.8 & 529.0 & 284 & 56728
\end{tabular}
\end{center}
The estimate is too high at 50 meV and too low from 100 meV on. Its close agreement at 100 meV reflects a nearby change of sign in its error, not convergence. At 200 meV it is 6 percent below the solution of (\ref{P}), but the exponential magnifies this: $e^{5.29}\approx198$ survivors instead of 284. The estimate is therefore only a rough guide to the cost; the window itself should come from (\ref{P}).

Now compare the 100 meV method with a rougher one of $\sigma=200$ meV that costs 0.01 core-hour per candidate. The rougher method saves $10000-1000=9000$ core-hours in the first stage and adds $56728-1761=54967$ in the second. Its mean total is $5.8\times10^4$ core-hours, about five times that of the better method. At fixed $\tau$ the first-stage saving is 0.09 core-hour per candidate, so the rougher method would pay only for $N$ above about $54967/0.09\approx6\times10^5$.

\section{Where the result fails}

\textbf{Depth of the edge.} The true energies of candidates with cheap energy $x$ are weighted by $e^{E/\tau}e^{-(x-E)^2/2\sigma^2}$, a Gaussian in $E$ centred at $x+\sigma^2/\tau$ with width $\sigma$. At the top of the window, $x\approx u'+W$, the centre is $u+W+\sigma^2/2\tau$. For the survivor count (\ref{n}) the exponential law must hold to a few $\sigma$ beyond this. If an exponential pool of $N$ candidates ends at $E=0$, then $u=-\tau\ln N$, and the condition is
\begin{equation}
\ln N-\frac W\tau-\frac{r^2}{2}\gg r .
\end{equation}
For $\sigma=200$ meV the left side is $11.5-5.6-2.0=3.9$ against $r=2$, which is marginal. The expected number for this finite pool is 276, against 284 from (\ref{n}). The retention (\ref{P}) is less demanding: the competitors that decide it have cheap energies near $u'$, so their true energies are centred at $u+\sigma^2/2\tau$, and the term $W/\tau$ drops out of the condition. At $\sigma=200$ meV the same window still retains the best candidate with probability 0.950 for $N=10^3$, where only about 130 candidates survive.

\textbf{Shape of the edge.} A Gaussian pool has a curved edge. With $N=10^5$ and a standard deviation of 448 meV, the ratio of its cumulative distribution to its density is 100 meV where one candidate is expected below, which matches $\tau$. The 218 meV window then retains the best candidate with probability 0.9525 and leaves 7.2 survivors instead of 8.8. For such a pool $\tau$ also depends on $N$.

\textbf{Errors.} Equation (\ref{smear}) needs a finite average of $e^{-e/\tau}$. For an ideal exponential edge this average diverges if large negative errors die off more slowly than $e^{-|e|/\tau}$; outliers from the whole pool then compete with the best candidate. Errors shared within chemical families violate independence, and (\ref{P}) no longer applies. A finite average is not enough either, since (\ref{A}) and (\ref{P}) use the Gaussian form and not only $\sigma$: for independent Laplace errors with the same $\sigma=\tau$, the 218 meV window retains the best candidate with probability 0.90, and $W_{95}$ grows to about $2.8\,\sigma$. In all these cases the window has to be calibrated on candidates treated with both methods.

The numerical check compares (\ref{A}) with its defining integral, and the retention, the survivor statistics and the shift $-\sigma^2/2\tau$ with simulated pools.

\section*{Calculated quantities}
\begin{verbatim}
library size N = 100000 candidates
edge energy tau = 100 meV
cheap-method error sigma = 100 meV
ratio r = sigma/tau = 1.00
one-sided 95 percent normal quantile = 1.6449
retention with zero window = 0.5387
retention with W = 1.645 sigma = 0.8958
largest sigma/tau needing no window = 0.0902
W95/sigma = 2.1755
window W95 = 217.5 meV
window W95 converted = 20.99 kJ/mol
retention at W95 = 0.9500
mean survivors exp(W95/tau) = 8.81 candidates
95 percent budget = 25 candidates
cheap cost per candidate = 0.10 core-hours
expensive cost per candidate = 200 core-hours
cheap stage = 10000 core-hours
mean expensive stage = 1761 core-hours
mean total = 11761 core-hours
95 percent expensive budget = 5000 core-hours
expensive method on all candidates = 2.000e+07 core-hours
scan of sigma at fixed tau and N:
 sigma 50 meV: W95 80.1 meV, simple estimate 94.7 meV
  survivors: law 2.23, finite N 2.23; expensive stage 446 core-hours
 sigma 100 meV: W95 217.5 meV, simple estimate 214.5 meV
  survivors: law 8.81, finite N 8.81; expensive stage 1761 core-hours
 sigma 150 meV: W95 380.5 meV, simple estimate 359.2 meV
  survivors: law 44.91, finite N 44.90; expensive stage 8981 core-hours
 sigma 200 meV: W95 564.8 meV, simple estimate 529.0 meV
  survivors: law 283.64, finite N 276.19; expensive stage 56728 core-hours
rougher method: sigma = 200 meV, cost = 0.01 core-hours per candidate
rougher method, cheap stage = 1000 core-hours
rougher method, mean total = 57728 core-hours
simulation: N = 10000, libraries = 5000
 sampled retention = 0.9500
 sampled mean survivors = 9.01 candidates
 sampled shift of minimum = -49.5 meV
 predicted shift of minimum = -50.0 meV
Gaussian library spread for same tau = 447.9 meV
 retention with the same window = 0.9525
 mean survivors with the same window = 7.20 candidates
large-r correction times r^2 at r = 12: 2.689
 its predicted limit = 2.706
\end{verbatim}
